# Donor decay by Förster and Dexter transfer to random, fixed acceptors, part 2

An excited donor of natural lifetime $\tau$ loses its excitation to acceptors of density $n$ in $d$ dimensions, each at rate $k(R)$. Rydberg atomic units are used ($\hbar=1$, $e^2=2$, lengths in bohr, energies in Ry). Acceptors are immobile and placed independently and uniformly; transfer is irreversible, without donor-to-donor hopping; excitation is weak, so every acceptor is available. One configuration's survival obeys $\dot\sigma=-(1/\tau+K)\sigma$, $K=\sum_ik(R_i)$. The average is

$$S(t)=e^{-t/\tau-F(t)},\qquad F(t)=n\int\big(1-e^{-k(R)t}\big)\,d^dR. \tag{1}$$

For $N$ acceptors in a finite volume $\Omega$, $e^{-F}$ is replaced by $(1-I_\Omega/\Omega)^N$, $I_\Omega=\int_\Omega(1-e^{-kt})\,d^dR$. With $u=k(R)t$, $u_0=k(0)t$ and unit-ball volume $V_d$,

$$F=nV_d\Big[R^d\big(1-e^{-u}\big)\Big]_{R=0}^{\infty}-nV_d\int_{u_0}^{0}R^d e^{-u}du=nV_d\int_0^{u_0}R(u)^d\,e^{-u}\,du. \tag{2}$$

For $k=(R_0/R)^s/\tau$ (Förster: $s=6$),

$$S(t)=\exp\!\big[-t/\tau-c\,t^{d/s}\big],\qquad c=nV_dR_0^d\,\Gamma(1-d/s)\,\tau^{-d/s},\qquad s>d. \tag{3}$$

With $T=t/\tau$, the Förster case in $d=3$ has $F=2q\sqrt T$, $2q=\sqrt\pi\,nV_3R_0^3$, yield relative to the acceptor-free donor $\eta=\int_0^\infty S\,dT=1-\sqrt\pi\,q\,e^{q^2}\operatorname{erfc}q$, and $P(K\tau<X)=\operatorname{erfc}(q/\sqrt X)$.

If acceptors stay outside a core of radius $a$, the power law has the finite mean rate $\langle K\rangle=n\,dV_dR_0^sa^{d-s}/[(s-d)\tau]$, which governs only $t\ll1/k(a)$. For any decreasing $k(R)$, the core just subtracts $nV_da^d$ from $F$ once $k(a)t\gg1$.

Exchange (Dexter) transfer is modelled by $k(R)=k_0e^{-2R/L}$, with $k_0\tau=e^{2R_0/L}$.

The Förster rate also varies as $\kappa^2$, where $\kappa$ is the dipole orientation factor. Fast reorientation replaces $\kappa^2$ by $\langle\kappa^2\rangle=2/3$, which defines $R_0$. Frozen, isotropically oriented dipoles instead multiply the Förster $F$ in $d=3$ by $\langle|\kappa|\rangle/\sqrt{2/3}$, where $\langle|\kappa|\rangle=0.6901$ and $\sqrt{2/3}=0.8165$.

The factor is $0.6901/0.8165=0.845$. The time law is unchanged and the prefactor is smaller, as $\langle|\kappa|\rangle\le\langle\kappa^2\rangle^{1/2}$ requires.

On a lattice, with each site occupied independently with probability $p$, a site contributes the average $1-p+pe^{-u_i}$, and $F=-\sum_i\ln(1-py_i)$ with $y=1-e^{-u}$, exactly. When the quenched radius spans many spacings the sum approaches an integral over the site density, once the term $-\ln(1-p)$ of the donor's own site, where $y=1$, is added back. Expand $-\ln(1-py)=py+p^2y^2/2+p^3y^3/3+\dots$ and use the identity $y^2=2(1-e^{-u})-(1-e^{-2u})$. Doubling $u$ is doubling $t$, which multiplies the integral by $2^{d/s}$, so $\int y^2=(2-2^{d/s})\int y$ and the Poisson exponent $F=c\,t^{d/s}$ of (3), with $n$ equal to $p$ times the site density, is multiplied by $1+p(1-2^{d/s-1})+O(p^2)$. The power of $t$ survives at every order. An explicit sum, with the own-site term added back, on a simple cubic lattice with $s=6$, $p=0.02$ and $kt=1$ at eight spacings exceeds the Poisson value by $0.00592$ of it, against $0.00586$ from the first-order term. The identity $y^3=3(1-e^{-u})-3(1-e^{-2u})+(1-e^{-3u})$ gives the next term, $p^2(3-3\sqrt2+\sqrt3)/3\approx0.16\,p^2$, which accounts for the difference of $0.00006$.

A model Förster system takes $\tau=10^8\,\hbar/\mathrm{Ry}$ ($4.84$ ns), $R_0=60$ bohr, $n=10^{-6}$ bohr$^{-3}$ and $a=10$ bohr. Then $nV_3R_0^3=10^{-6}\times4.1888\times60^3=0.9048$, $2q=1.7725\times0.9048=1.6037$, and $c=1.6037/\sqrt{10^8}=1.604\times10^{-4}\,(\hbar/\mathrm{Ry})^{-1/2}$, or $0.729$ ns$^{-1/2}$. At $T=0.01,\ 0.1,\ 1,\ 3$ the exponent $F$ is $0.160,\ 0.507,\ 1.604,\ 2.778$ and $S=e^{-T-F}$ is $0.843,\ 0.545,\ 0.0740,\ 0.0031$. Transfer outweighs natural decay in the exponent until $T=(2q)^2\approx2.6$. Sampling random configurations gives $e^{-F}=0.2018\pm0.0015$ at $T=1$, against $0.2012$. With $q=0.8018$ and $e^{q^2}\operatorname{erfc}q=0.4885$ the yield is $1-1.7725\times0.8018\times0.4885=0.306$, and the sampled $\langle1/(1+K\tau)\rangle$ is $0.3061\pm0.0014$. The median rate is $2.83/\tau$ (the sample median is $2.855/\tau$), while the mean rate with the core is $0.9048\times(60/10)^3/\tau=195.4/\tau$. That mean governs only $t\ll1/k(a)=\tau/6^6=2143\,\hbar/\mathrm{Ry}$, about $104$ fs, after which the core subtracts $nV_3a^3=0.0042$, as in $1.6037-0.0042=1.5995$. Frozen dipoles give $e^{-0.8452\times1.6037}=0.258$ at $T=1$, sampled as $0.2585\pm0.0016$. With the same $R_0$ and $n$, $s=8$ and $10$ give $F=1.298\,T^{0.375}$ and $1.1745\,T^{0.3}$. For $s=6$ a chain with $n=10^{-2}$ bohr$^{-1}$ has $F=1.2\times1.1288\,T^{1/6}=1.355\,T^{1/6}$, and a plane with $n=10^{-4}$ bohr$^{-2}$ has $F=1.1310\times1.3541\,T^{1/3}=1.53\,T^{1/3}$.

For exchange let $x=2R/L$ and $z=k_0t$. Then $u=ze^{-x}$, the upper limit $u_0=z$ is finite, $R=(L/2)(\ln z-\ln u)$, and (1) and (2) become

$$F=nV_d\Big(\frac L2\Big)^{d}g_d(z),\qquad g_d(z)=d\int_0^\infty x^{d-1}\big(1-e^{-ze^{-x}}\big)dx=\int_0^z(\ln z-\ln u)^d\,e^{-u}\,du. \tag{5}$$

Expanding the exponential in the first form and using $\int_0^\infty x^{d-1}e^{-mx}dx=(d-1)!/m^d$ gives

$$g_d(z)=d!\sum_{m=1}^\infty\frac{(-1)^{m+1}z^m}{m!\,m^d},$$

where termwise integration is allowed because the sum of absolute values is $e^{ze^{-x}}-1$, which is integrable against $x^{d-1}$. For $z\ll1$, $g_d\approx d!\,z$. The mean rate is finite here, and again it describes only the start of the decay, $t\ll1/k_0$.

For large $z$, extend the upper limit of the second form to infinity and call the result $P_d$. With $\ell=\ln z$, the binomial theorem and $\int_0^\infty(\ln u)^je^{-u}du=\Gamma^{(j)}(1)$ show that $P_d=\sum_j\binom dj(-1)^j\Gamma^{(j)}(1)\,\ell^{\,d-j}$ is a polynomial of degree $d$ in $\ell$. The added piece is known in sign and bounded in size:

$$g_d-P_d=-\int_z^\infty\big[-\ln(u/z)\big]^de^{-u}du=(-1)^{d+1}\int_z^\infty\big[\ln(u/z)\big]^de^{-u}du .$$

With $u=z+w$ and $\ln(1+w/z)<w/z$, the last integral is below $e^{-z}z^{-d}\int_0^\infty w^de^{-w}dw$, so

$$0<(-1)^{d+1}(g_d-P_d)<d!\,e^{-z}/z^d .$$

For $d=3$ the difference is $2.1\times10^{-2}$ at $z=2$, where $g_3=10.74$ and the bound is $0.10$, and $1.4\times10^{-4}$ at $z=5$, where the bound is $3.2\times10^{-4}$.

The coefficients come from the generating function $\sum_dP_d\,\epsilon^d/d!=\int_0^\infty e^{\epsilon(\ell-\ln u)}e^{-u}du=e^{\epsilon\ell}\,\Gamma(1-\epsilon)$. To expand $\ln\Gamma$, write $e^{-u}=\lim_{M\to\infty}(1-u/M)^M$ on $0<u<M$. Then $M$ integrations by parts give

$$\int_0^M\!\Big(1-\frac uM\Big)^{M}u^{-\epsilon}du=\frac{M!\,M^{1-\epsilon}}{\prod_{m=1}^{M+1}(m-\epsilon)}=\frac{M}{M+1}\,\frac{M^{-\epsilon}}{\prod_{m=1}^{M+1}(1-\epsilon/m)} .$$

Take the logarithm, use $-\ln(1-\epsilon/m)=\sum_k\epsilon^k/(k\,m^k)$, and let $M\to\infty$. The terms linear in $\epsilon$ give $\sum_m1/m-\ln M\to\gamma_E$, the Euler constant, and the higher ones give $\zeta(k)$, so $\ln\Gamma(1-\epsilon)=\gamma_E\epsilon+\zeta(2)\epsilon^2/2+\zeta(3)\epsilon^3/3+\dots$ With $\Lambda=\ln z+\gamma_E$ the generating function is $\exp[\Lambda\epsilon+\zeta(2)\epsilon^2/2+\zeta(3)\epsilon^3/3+\dots]$. The coefficients of $\epsilon$ and $\epsilon^2$ give $P_1=\Lambda$ and $P_2=\Lambda^2+\pi^2/6$, with $\zeta(2)=\pi^2/6$. The coefficient of $\epsilon^3$ is $\Lambda^3/6+\Lambda\zeta(2)/2+\zeta(3)/3$, and multiplication by $3!$ gives

$$P_3=\Lambda^3+\frac{\pi^2}{2}\Lambda+2\zeta(3)=\ell^3+1.7316\,\ell^2+5.9343\,\ell+5.4449. \tag{6}$$

The three coefficients are $3\gamma_E$, $3\gamma_E^2+\pi^2/2$ and $\gamma_E^3+\pi^2\gamma_E/2+2\zeta(3)$. The $(\ln t)^3$ law is the leading term of (6), and it carries three qualifications. The power is the dimension, $(\ln k_0t)^d$, so the cube belongs to $d=3$. The argument is $k_0t$, so $\ell=2R_0/L+\ln T$, and $(\ln T)^3$ alone would vanish at $t=\tau$, where $F$ is close to $nV_3R_0^3$ when $R_0\gg L$. The corrections fall off slowly: while $P_3$ is exponentially close to $g_3$, the ratio $P_3/\ell^3=1+3\gamma_E/\ell+\dots$ drops below $1.01$ only for $\ell>176.5$. Physically, $F$ counts acceptors in a sphere of radius about $(L/2)\Lambda$, which gains a fixed length $(L/2)\ln10$ per decade of time. The local exponent is

$$\frac{d\ln F}{d\ln t}=\frac{3\Lambda^2+\pi^2/2}{P_3}\approx\frac{3}{\ln k_0t},$$

so over a limited window the decay resembles (3) with a small, slowly drifting power.

A model Dexter system takes $\tau=10^{13}\,\hbar/\mathrm{Ry}$ ($0.484$ ms), $L=2$ bohr, $R_0=25$ bohr, $n=10^{-5}$ bohr$^{-3}$ and $a=6$ bohr. Then $2R_0/L=25$, $k_0\tau=e^{25}=7.20\times10^{10}$ and $nV_3(L/2)^3=4.1888\times10^{-5}$. The mean rate without a core is $6\times4.1888\times10^{-5}\times7.20\times10^{10}/\tau\approx1.8\times10^{7}/\tau$, and it is irrelevant on the scale of $\tau$. At $T=1$, $\Lambda=25.577$, and the three terms of (6) are about $16732.5$, $126.2$ and $2.4$, which sum to $P_3=16861.1$, so $F=4.1888\times10^{-5}\times16861.1=0.706$, $e^{-F}=0.4935$ and $S=0.1815$. The bare cube gives $4.1888\times10^{-5}\times25^3=0.6545$, so the true $F$ exceeds it by $7.9\%$ of the bare value. Sampling gives $e^{-F}=0.4928\pm0.0007$, which agrees with $0.4935$ and excludes the bare $0.5197$. At $T=10^{-6},\ 10^{-3},\ 10$ the exponent is $0.0707,\ 0.2765,\ 0.914$, above the bare cube by $21\%$, $11\%$ and $7.2\%$ of it, and the radius $(L/2)\Lambda$ is $11.8,\ 18.7,\ 27.9$ bohr. Seven decades of time raise $F$ by a factor $0.914/0.0707\approx13$, where a $T^{1/2}$ law would give $10^{3.5}$. The local exponent at $T=1$ is $0.117$, against $3/25=0.120$. One-percent accuracy of the bare cube would need $\ln T>151.5$, far beyond the natural decay. The core subtracts $nV_3a^3=0.00905$ once $k(a)t=ze^{-6}\gg1$. This already holds at $T=10^{-6}$, where $\ln z=11.18$ and the subtraction is $13\%$ of $F$, while at $T=1$ it is about $1\%$ of $F$.

The exchange yield without the core, $\eta=\int_0^\infty e^{-T-F}dT$, is $0.517$ (sampled $0.5162\pm0.0007$), near $e^{-F(1)}$ because $F$ changes little over the range of $T$ that $e^{-T}$ weights. To first order $F(T)\approx F(1)+F'\ln T$ with $F'=0.1167\times0.7063=0.0824$, and the mean of $\ln T$ under the weight $e^{-T}$ is $\Gamma'(1)=-\gamma_E$. This gives $\eta\approx e^{-0.7063+0.5772\times0.0824}\approx0.518$, with the remainder of second order in $\ln T$. At this density, where $F'$ is small, the exchange yield is close to that of an all-or-nothing sphere of radius $R_0$, $e^{-nV_3R_0^3}=e^{-0.6545}=0.520$. The edge of the sphere is not sharp: the yield $1/(1+k\tau)$ of a single pair rises from $0.1$ to $0.9$ over a shell of thickness $(L/2)\ln81\approx4.4$ bohr around $R_0$.

Both laws inherit the assumptions behind (1). Donor-to-donor hopping or diffusion of the acceptors changes the surroundings of an excitation during its life, so $K$ is no longer a constant of each donor and each factor $e^{-k_it}$ becomes $\exp[-\int_0^tk_i(t')\,dt']$. Independently moving acceptors still contribute independent factors, but the time laws (3) and (5), which use a fixed $k(R)$, no longer follow. Back transfer and saturated acceptors spoil the simple rate equation for $\sigma$, and clustering or mutual exclusion of acceptors spoils the step from the average of a product to a product of averages. The numerical check, with its output, tests the couplings against point-charge sums, the closed forms against quadrature and series, and the averages against sampled configurations, the infinite-volume ones to four standard errors plus a bound on the acceptors outside the sampling cube.

## Table of computed values

```
time unit hbar/Ry = 4.83777e-17 s; bohr = 0.052918 nm
Foerster: tau = 1e+08 hbar/Ry = 4.838 ns, R0 = 60 bohr, a = 10 bohr
d=1, s=6: n = 1e-02 bohr^-1, V_d = 2.0000, nV R0^d = 1.2000, Gamma = 1.1288, F(T=1) = 1.3545
d=2, s=6: n = 1e-04 bohr^-2, V_d = 3.1416, nV R0^d = 1.1310, Gamma = 1.3541, F(T=1) = 1.5315
d=3, s=6: n = 1e-06 bohr^-3, V_d = 4.1888, nV R0^d = 0.9048, Gamma = 1.7725, F(T=1) = 1.6037
d=3, s=8: d/s = 0.375, Gamma = 1.4345, F(T=1) = 1.2979
d=3, s=10: d/s = 0.300, Gamma = 1.2981, F(T=1) = 1.1745
n(3D) = 6.748e+18 cm^-3
c = 1.6037e-04 (hbar/Ry)^-1/2 = 0.7291 ns^-1/2; q = 0.8018
T = 0.01: F = 0.1604, F_core = 0.1562, exp(-F) = 0.8518, S = 0.84335
T = 0.1: F = 0.5071, F_core = 0.5029, exp(-F) = 0.6022, S = 0.54491
T = 1.0: F = 1.6037, F_core = 1.5995, exp(-F) = 0.2012, S = 0.07400
T = 3.0: F = 2.7777, F_core = 2.7735, exp(-F) = 0.0622, S = 0.00310
Monte Carlo exp(-F) at T=1: 0.2018 +- 0.0015
exp(q^2) erfc(q) = 0.4885; yield = 0.3058; Monte Carlo 0.3061 +- 0.0014
median K = 2.8265 /tau; sampled median 2.855 /tau
<|kappa|> = 0.6901, sqrt(2/3) = 0.8165, static factor = 0.8452
frozen dipoles T=1: exp(-F) = 0.2578; Monte Carlo 0.2585 +- 0.0016
core: k(a) = 46656 /tau, 1/k(a) = 2143 hbar/Ry = 103.7 fs
core: initial rate = 195.4 /tau, nV a^3 = 0.00419
N=3 in ball 2R0, T=1: I/Omega = 0.2060, binomial 0.5006, Poisson 0.5391, MC 0.5007
lattice p = 0.02: relative excess 0.00592, first order 0.00586
Euler gamma = 0.57722, zeta(3) = 1.20206
P3 = x^3 + 1.7316 x^2 + 5.9343 x + 5.4449, x = ln z
z = 2.0: g3 = 10.744507, g3-P3 = 2.126e-02, bound 1.015e-01
z = 5.0: g3 = 23.650340, g3-P3 = 1.404e-04, bound 3.234e-04
z = 20.0: g3 = 65.648005, g3-P3 = 1.185e-12, bound 1.546e-12
Dexter: tau = 1e+13 hbar/Ry = 0.4838 ms, L = 2, R0 = 25, a = 6 bohr
n = 1e-05 bohr^-3, 2R0/L = 25, k0 tau = 7.2005e+10, k0 = 7.2005e-03 Ry/hbar
nV(L/2)^3 = 4.1888e-05, nV R0^3 = 0.6545, nV a^3 = 0.00905
T = 1e-06: ln z = 11.184, P3 = 1687.5, F = 0.0707, bare = 0.0586, ratio 1.2062
   radius (L/2)Lam = 11.76 bohr, exp(-F) = 0.9318, S = 9.3175e-01
T = 0.001: ln z = 18.092, P3 = 6601.8, F = 0.2765, bare = 0.2481, ratio 1.1148
   radius (L/2)Lam = 18.67 bohr, exp(-F) = 0.7584, S = 7.5765e-01
T = 1: ln z = 25.000, P3 = 16861.1, F = 0.7063, bare = 0.6545, ratio 1.0791
   radius (L/2)Lam = 25.58 bohr, exp(-F) = 0.4935, S = 1.8154e-01
T = 10: ln z = 27.303, P3 = 21810.5, F = 0.9136, bare = 0.8525, ratio 1.0717
   radius (L/2)Lam = 27.88 bohr, exp(-F) = 0.4011, S = 1.8209e-05
Monte Carlo exp(-F) at T=1: 0.4928 +- 0.0007; bare law 0.5197
local exponent at T=1: 0.1167; 3/ln z = 0.1200
exchange yield = 0.5168; Monte Carlo 0.5162 +- 0.0007
bare (ln z)^3 within 1 percent only for ln z > 176.5
```
